**Split conformal prediction: marginal and class coverage**

For \(n\) calibration scores and miss level \(\alpha\), the threshold \(q\) is the \(k\)-th smallest score, with \(k=\lceil(n+1)(1-\alpha)\rceil\); an exchangeable test score satisfies \(P(S\le q)\ge k/(n+1)\), with equality without ties. The program asserts this by enumerating all orderings of small score lists, with and without ties. For independent draws it compares the class coverage \(E[B_k(F(S))\mid g]\) with direct simulation, where \(F\) is the mixture distribution of scores and \(B_k(u)\) is the probability that a binomial variable with parameters \(n,u\) is at most \(k-1\). It also asserts the sharp lower bound on class coverage, the beta law for a fixed calibration set, and the coverage of calibration within a class. In the example the marginal coverage is 0.900, while the β-diketonate class, with a share of 0.1, has a coverage of only 0.437. Class calibration restores the guarantee, but with 99 precursors it gives an infinite interval for this class with probability 0.33. A regression simulation gives a coverage of 0.896 with separate calibration data and 0.595 when the training data are reused.

## Verification by program

```python
"""Split conformal prediction: marginal coverage and coverage within ligand classes.

Result under test: with n calibration scores, k = ceil((n+1)(1-alpha)) and threshold
q = k-th smallest calibration score (infinite if k = n+1), an exchangeable test score
obeys P(S <= q) >= k/(n+1), with equality without ties. Within class g, for independent
draws with continuous scores, coverage is E[B(F(S)) | g], where F is the mixture
distribution of scores and B(u) = P(Binomial(n,u) <= k-1). It may be far below 1-alpha.
Score: absolute error (K) of the predicted temperature for 1 Torr vapour pressure.
share, bias, sigma: class fractions, mean errors (true - predicted) and spreads in K.
"""
from fractions import Fraction
from itertools import permutations
from math import ceil, sqrt
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.stats import beta, binom, laplace, norm

rng = np.random.default_rng(20)
alpha = Fraction(1, 10)
miss = float(alpha)
n = 99
names = ["alkylamide", "cyclopentadienyl", "beta-diketonate"]
share = np.array([0.6, 0.3, 0.1])
bias = np.array([0.0, 0.0, 20.0])
sigma = np.array([8.0, 10.0, 15.0])


def rank_needed(count, level=alpha):
    return ceil((count + 1) * (1 - level))


def check_mc(observed, expected, count):
    error = sqrt(max(expected * (1 - expected), 1e-6) / count)
    assert abs(observed - expected) < 5 * error, (observed, expected, error)


k = rank_needed(n)
marginal = k / (n + 1)

# Exhaustive orderings of fixed bags of scores, without and with ties.
for bag, tied in [((3, 8, 1, 12, 7, 5), False), ((2, 1, 2, 7, 2, 5), True)]:
    for level in [alpha, Fraction(1, 5), Fraction(1, 3), Fraction(1, 2)]:
        r = rank_needed(5, level)
        hits = 0
        for order in permutations(bag):
            thresholds = sorted(order[:5]) + [float("inf")]
            hits += order[5] <= thresholds[r - 1]
        fraction = Fraction(hits, 720)
        assert fraction >= Fraction(r, 6) >= 1 - level
        if not tied:
            assert fraction == Fraction(r, 6)


def leave_one_out(bag, rank):
    hits = 0
    for i, score in enumerate(bag):
        rest = sorted(bag[:i] + bag[i + 1:]) + [float("inf")]
        hits += score <= rest[rank - 1]
    return hits / len(bag)


eleven = [float(v) for v in rng.normal(size=11)]
with_plus_one = leave_one_out(eleven, rank_needed(10))
without_plus_one = leave_one_out(eleven, ceil(10 * (1 - alpha)))
assert with_plus_one >= 1 - miss > without_plus_one

# Score distributions and class coverage by quadrature.
grid = np.linspace(0.0, 300.0, 12001)


def score_cdf(s, b, sd, law=norm):
    scale = sd / law.std()
    return law.cdf(s, b, scale) - law.cdf(-s, b, scale)


def mixture_cdf(s, b=bias, sd=sigma, law=norm):
    return sum(w * score_cdf(s, m, d, law) for w, m, d in zip(share, b, sd))


def class_coverage(b=bias, sd=sigma, law=norm, offset=0.0):
    weight = binom.cdf(k - 1, n, np.clip(mixture_cdf(grid, b, sd, law), 0, 1))
    result = []
    for m, d in zip(b, sd):
        scale = d / law.std()
        density = law.pdf(grid, m + offset, scale) + law.pdf(-grid, m + offset, scale)
        result.append(simpson(density * weight, x=grid))
    return np.array(result)


coverage = class_coverage()
assert abs(share @ coverage - marginal) < 1e-6
unbiased = class_coverage(b=np.zeros(3))
same_law = class_coverage(b=np.full(3, 5.0), sd=np.full(3, 9.0))
assert np.allclose(same_law, marginal, atol=1e-6)
heavy = class_coverage(law=laplace)
assert abs(share @ heavy - marginal) < 1e-4
offset = 5.0
shifted = share @ class_coverage(offset=offset)
new_share = np.array([0.3, 0.2, 0.5])
new_mix = new_share @ coverage

# Calibration within the class: binomial average over the number of its members.
ranks = np.array([rank_needed(m) for m in range(n + 1)])
members = np.arange(n + 1)
within = binom.pmf(members, n, share[2]) @ (ranks / (members + 1))
smallest_m = int(members[ranks <= members][0])
assert smallest_m == ceil((1 - alpha) / alpha)
no_interval = binom.cdf(smallest_m - 1, n, share[2])
n_safe = n
while binom.cdf(smallest_m - 1, n_safe, share[2]) > 0.01:
    n_safe += 1


def draw(shape, fractions):
    label = np.searchsorted(np.cumsum(fractions)[:2], rng.random(shape), side="right")
    return label, bias[label] + sigma[label] * rng.standard_normal(shape)


# Direct simulation of the whole procedure from its definition.
batches, reps = 5, 40000
hit_list, label_list, q_list = [], [], []
shift_hits, mix_hits, own_hits = [], [], []
for _ in range(batches):
    label, error = draw((reps, n + 1), share)
    score = np.abs(error)
    q = np.partition(score[:, :n], k - 1, axis=1)[:, k - 1]
    hit_list.append(score[:, n] <= q)
    label_list.append(label[:, n])
    q_list.append(q)
    shift_hits.append(np.abs(error[:, n] + offset) <= q)
    mix_hits.append(np.abs(draw(reps, new_share)[1]) <= q)
    rare = label[:, n] == 2
    own = np.where(label[rare, :n] == 2, score[rare, :n], np.inf)
    count = np.isfinite(own).sum(axis=1)
    own.sort(axis=1)
    own_q = own[np.arange(len(own)), ranks[count] - 1]
    own_hits.append(score[rare, n] <= own_q)
hits, labels = np.concatenate(hit_list), np.concatenate(label_list)
thresholds = np.concatenate(q_list)
total = batches * reps
check_mc(hits.mean(), marginal, total)
simulated = np.array([hits[labels == g].mean() for g in range(3)])
for g in range(3):
    check_mc(simulated[g], coverage[g], np.sum(labels == g))
check_mc(np.concatenate(shift_hits).mean(), shifted, total)
check_mc(np.concatenate(mix_hits).mean(), new_mix, total)
own_hits = np.concatenate(own_hits)
check_mc(own_hits.mean(), within, len(own_hits))

# Coverage for one fixed calibration set follows a beta distribution.
fixed_coverage = mixture_cdf(thresholds)
fixed_law = beta(k, n + 1 - k)
assert abs(fixed_coverage.std() - fixed_law.std()) < 3e-4
low, high = fixed_law.ppf([0.05, 0.95])
check_mc(np.mean(fixed_coverage < low), 0.05, total)
check_mc(np.mean(fixed_coverage > high), 0.05, total)


# Smallest possible class coverage, reached by a class with all the largest scores.
def floor_coverage(fraction):
    return quad(lambda u: binom.cdf(k - 1, n, u), 1 - fraction, 1)[0] / fraction


floors = {}
for fraction in [0.05, 0.1]:
    floors[fraction] = floor_coverage(fraction)
    is_rare = rng.random((reps, n)) < fraction
    common = np.abs(rng.normal(0, 8, (reps, n)))
    separate = np.where(is_rare, 200 + rng.exponential(5, (reps, n)), common)
    q = np.partition(separate, k - 1, axis=1)[:, k - 1]
    test_score = 200 + rng.exponential(5, reps)
    check_mc(np.mean(test_score <= q), floors[fraction], reps)
class_floor = np.array([floor_coverage(w) for w in share])
for _ in range(40):
    trial = class_coverage(rng.uniform(-40, 40, 3), rng.uniform(3, 25, 3))
    assert np.all(trial >= class_floor - 1e-6)
    assert np.all(trial >= 1 - miss / share - 1e-6)

# A regression model: separate calibration data against reuse of the training data.
fits, features, train, cal = 4000, 20, 40, 39
split_hits = reuse_hits = 0
for _ in range(fits):
    x = rng.standard_normal((train + cal + 1, features))
    y = x.sum(axis=1) + rng.standard_normal(train + cal + 1)
    weights = np.linalg.lstsq(x[:train], y[:train], rcond=None)[0]
    residual = np.abs(y - x @ weights)
    q_split = np.sort(residual[train:train + cal])[rank_needed(cal) - 1]
    q_reuse = np.sort(residual[:train])[rank_needed(train) - 1]
    split_hits += residual[-1] <= q_split
    reuse_hits += residual[-1] <= q_reuse
split_rate, reuse_rate = split_hits / fits, reuse_hits / fits
check_mc(split_rate, rank_needed(cal) / (cal + 1), fits)
assert reuse_rate < 1 - miss - 5 * sqrt(0.25 / fits)

# Thresholds in K and large-sample class coverages.
q_median, q_low, q_high = [
    brentq(lambda s: mixture_cdf(s) - p, 0, 200) for p in fixed_law.ppf([0.5, 0.05, 0.95])]
assert abs(np.median(thresholds) - q_median) < 0.1
q_limit = brentq(lambda s: mixture_cdf(s) - (1 - miss), 0, 200)
limit_coverage = np.array([score_cdf(q_limit, b, d) for b, d in zip(bias, sigma)])
q_class = brentq(lambda s: score_cdf(s, bias[2], sigma[2]) - (1 - miss), 0, 200)

# Source pressure at the predicted 1 Torr temperature if the true one is higher.
gas = constants.R
t_set, heat, heat_capacity = 450.0, 100e3, -100.0
barrier, prefactor, days = 200e3, 1e13, 30


def pressure(delta, dcp=0.0):
    t_true = t_set + delta
    exponent = heat * (1 / t_set - 1 / t_true)
    exponent += dcp * (np.log(t_true / t_set) + t_set / t_true - 1)
    return np.exp(-exponent / gas)


def pressure_integral(delta, dcp):
    slope = lambda t: (heat + dcp * (t - t_set)) / (gas * t * t)
    return np.exp(-quad(slope, t_set, t_set + delta)[0])


def decomposed(temperature):
    rate = prefactor * np.exp(-barrier / (gas * temperature))
    return -np.expm1(-rate * days * constants.day)


for delta in [q_median, q_class]:
    for dcp in [0.0, heat_capacity]:
        assert abs(pressure(delta, dcp) / pressure_integral(delta, dcp) - 1) < 1e-8

print(f"calibration precursors n = {n}, alpha = {miss:.2f}, rank k = {k}")
print(f"marginal coverage k/(n+1) = {marginal:.4f}; simulated {hits.mean():.4f}")
print(f"n=10: coverage with +1 rule {with_plus_one:.4f}, without {without_plus_one:.4f}")
print(f"regression: {features} features, {train} training, {cal} calibration precursors")
print(f"regression coverage: split {split_rate:.3f}, training data reused {reuse_rate:.3f}")
for g in range(3):
    print(f"{names[g]}: share {share[g]:.2f}, bias {bias[g]:.0f} K, spread {sigma[g]:.0f} K")
    print(f"  coverage: formula {coverage[g]:.4f}, simulated {simulated[g]:.4f}")
    print(f"  large-n limit {limit_coverage[g]:.4f}; all biases removed {unbiased[g]:.4f}")
    print(f"  simple bound {max(0, 1 - miss / share[g]):.4f}, sharp floor {class_floor[g]:.4f}")
    print(f"  coverage with Laplace errors of equal spread {heavy[g]:.4f}")
print(f"share-weighted sum of class coverages = {share @ coverage:.4f}")
print(f"sharp floor for a class of share 0.05 = {floors[0.05]:.5f}")
print(f"fixed calibration set: standard deviation of coverage {fixed_law.std():.4f}")
print(f"fixed calibration set: 5-95 percent range of coverage {low:.4f} to {high:.4f}")
print(f"threshold q: median {q_median:.2f} K, 5-95 percent {q_low:.2f} to {q_high:.2f} K")
print(f"threshold q in large-n limit = {q_limit:.2f} K")
print(f"beta-diketonate own 90 percent score quantile = {q_class:.2f} K")
print(f"class calibration: smallest m for finite threshold = {smallest_m}")
print(f"class calibration: mean m for beta-diketonates = {n * share[2]:.1f}")
print(f"class calibration: coverage formula {within:.4f}, simulated {own_hits.mean():.4f}")
print(f"class calibration: probability of infinite threshold = {no_interval:.4f}")
print(f"total n for that probability at most 0.01 = {n_safe}")
print(f"new class shares {new_share.tolist()}: overall coverage {new_mix:.4f}")
print(f"test-only temperature offset {offset:.0f} K: overall coverage {shifted:.4f}")
print(f"source: set point {t_set:.0f} K, sublimation enthalpy {heat / 1e3:.0f} kJ/mol")
for text, delta in [("median q", q_median), ("class quantile", q_class)]:
    print(f"true 1 Torr temperature higher by {text}, {delta:.2f} K:")
    print(f"  pressure at set point {pressure(delta):.4f} Torr")
    print(f"  with heat-capacity term {pressure(delta, heat_capacity):.4f} Torr")
    print(f"  {days}-day decomposed fraction at raised set point {decomposed(t_set + delta):.2e}")
print(f"heat-capacity change on sublimation = {heat_capacity:.0f} J/(mol K)")
print(f"decomposition: barrier {barrier / 1e3:.0f} kJ/mol, prefactor {prefactor:.0e} 1/s")
print(f"{days}-day decomposed fraction at original set point = {decomposed(t_set):.2e}")
print("OK")
```

It prints:

```
calibration precursors n = 99, alpha = 0.10, rank k = 90
marginal coverage k/(n+1) = 0.9000; simulated 0.9002
n=10: coverage with +1 rule 0.9091, without 0.8182
regression: 20 features, 40 training, 39 calibration precursors
regression coverage: split 0.896, training data reused 0.595
alkylamide: share 0.60, bias 0 K, spread 8 K
  coverage: formula 0.9682, simulated 0.9688
  large-n limit 0.9703; all biases removed 0.9448
  simple bound 0.8333, sharp floor 0.8333
  coverage with Laplace errors of equal spread 0.9614
cyclopentadienyl: share 0.30, bias 0 K, spread 10 K
  coverage: formula 0.9179, simulated 0.9187
  large-n limit 0.9179; all biases removed 0.8773
  simple bound 0.6667, sharp floor 0.6667
  coverage with Laplace errors of equal spread 0.9273
beta-diketonate: share 0.10, bias 20 K, spread 15 K
  coverage: formula 0.4372, simulated 0.4321
  large-n limit 0.4246; all biases removed 0.6996
  simple bound 0.0000, sharp floor 0.1187
  coverage with Laplace errors of equal spread 0.4494
share-weighted sum of class coverages = 0.9000
sharp floor for a class of share 0.05 = 0.00357
fixed calibration set: standard deviation of coverage 0.0299
fixed calibration set: 5-95 percent range of coverage 0.8467 to 0.9442
threshold q: median 17.59 K, 5-95 percent 14.42 to 22.17 K
threshold q in large-n limit = 17.39 K
beta-diketonate own 90 percent score quantile = 39.23 K
class calibration: smallest m for finite threshold = 9
class calibration: mean m for beta-diketonates = 9.9
class calibration: coverage formula 0.9449, simulated 0.9436
class calibration: probability of infinite threshold = 0.3326
total n for that probability at most 0.01 = 170
new class shares [0.3, 0.2, 0.5]: overall coverage 0.6926
test-only temperature offset 5 K: overall coverage 0.8574
source: set point 450 K, sublimation enthalpy 100 kJ/mol
true 1 Torr temperature higher by median q, 17.59 K:
  pressure at set point 0.3659 Torr
  with heat-capacity term 0.3691 Torr
  30-day decomposed fraction at raised set point 1.18e-03
true 1 Torr temperature higher by class quantile, 39.23 K:
  pressure at set point 0.1173 Torr
  with heat-capacity term 0.1222 Torr
  30-day decomposed fraction at raised set point 1.14e-02
heat-capacity change on sublimation = -100 J/(mol K)
decomposition: barrier 200 kJ/mol, prefactor 1e+13 1/s
30-day decomposed fraction at original set point = 1.58e-04
OK
```
